# Häser–Ahlrichs screening of two-electron integrals: derivations and error bounds, part 2

In closed-shell Hartree–Fock theory, the Häser–Ahlrichs test skips shell quartets $(MN|KL)$ in a Fock build over unique quartets. The $n$ real, normalised Gaussian functions $\chi_\mu$ form $n_{\rm sh}$ shells; $\mu\in M$, $\nu\in N$, $\lambda\in K$, $\sigma\in L$, and $S_a$ is the shell containing $\chi_a$.

With $\kappa=e^2/(4\pi\varepsilon_0)$, the Coulomb form, in joules, is

$$(\rho|\rho')=\kappa\,\frac2{\sqrt\pi}\int_0^\infty dt\,\Big(\frac{4t^2}{\pi}\Big)^{3/2}\int d^3s\,f_t(\mathbf s)\,f'_t(\mathbf s),\tag{4}$$

where $f_t(\mathbf s)=\int\rho(\mathbf r)e^{-2t^2|\mathbf r-\mathbf s|^2}d^3r$, and $f'_t$ likewise from $\rho'$. The integral $I=(\mu\nu|\lambda\sigma)=(\chi_\mu\chi_\nu|\chi_\lambda\chi_\sigma)$ is unchanged by the eight permutations generated by $\mu\leftrightarrow\nu$, $\lambda\leftrightarrow\sigma$ and pair exchange.

The matrix $D$ is dimensionless, real and symmetric, half the total density matrix $P=2D$. The Fock matrix is $F=h+G[D]$, with

$$G_{ab}[D]=\sum_{cd}D_{cd}\,\big[\,2(ab|cd)-(ac|bd)\,\big],\tag{1}$$

and the energy is $E=\sum_{ab}D_{ab}(2h_{ab}+G_{ab})+E_{\rm nuc}$. With $E_2[D]=\sum_{ab}D_{ab}G_{ab}[D]$, a symmetric variation $\delta D$ gives

$$\delta E_2=2\sum_{ab}G_{ab}\,\delta D_{ab}.\tag{9}$$

Let $Q_{\mu\nu}=(\mu\nu|\mu\nu)^{1/2}$, in $\mathrm J^{1/2}$, and let $Q_{MN}$ and $D_{MN}$ be the maxima of $Q_{\mu\nu}$ and $|D_{\mu\nu}|$ over $\mu\in M$, $\nu\in N$. The Schwarz bound, derived from (4) and also from field energy, is

$$|(\mu\nu|\lambda\sigma)|\le Q_{\mu\nu}Q_{\lambda\sigma}\le Q_{MN}Q_{KL}.\tag{5}$$

With

$$d_{MNKL}=\max\big(4D_{MN},\,4D_{KL},\,D_{MK},\,D_{ML},\,D_{NK},\,D_{NL}\big),\tag{2}$$

written $d$ for short, the test skips a quartet when

$$Q_{MN}\,Q_{KL}\,d_{MNKL}<\tau,\tag{3}$$

where the threshold $\tau$ is an energy.

Each unique quartet has weight $w=2^{-(\delta_{MN}+\delta_{KL}+\delta_{MN,KL})}\le1$, and $\sum8w=n_{\rm sh}^4$. Then $G=A+A^{\rm T}$, where $A$ starts at zero and receives six updates per integral:

$$\begin{aligned}
A_{\mu\nu}&\mathrel{+}=4wD_{\lambda\sigma}I, & A_{\lambda\sigma}&\mathrel{+}=4wD_{\mu\nu}I,\\
A_{\mu\lambda}&\mathrel{-}=wD_{\nu\sigma}I, & A_{\mu\sigma}&\mathrel{-}=wD_{\nu\lambda}I,\\
A_{\nu\lambda}&\mathrel{-}=wD_{\mu\sigma}I, & A_{\nu\sigma}&\mathrel{-}=wD_{\mu\lambda}I.
\end{aligned}\tag{7}$$

Each update has magnitude at most $Q_{MN}Q_{KL}d_{MNKL}$.

**Why the weights matter, and what the test does not bound**

The quantity $d$ is invariant under the eight permutations, which only reorder the two Coulomb blocks and the four exchange blocks among themselves. A quartet and its images are skipped together. A test on fewer blocks, such as $D_{KL}$ alone, ignores the other five updates fed by the same integral.

With $P=2D$ the weights read $2,2,\tfrac12,\tfrac12,\tfrac12,\tfrac12$. Using $P$ with the weights of (2) is safe and tightens $\tau$ by a factor 2. The unweighted maximum $d'$ of the six $D$ blocks satisfies only $d\le4d'$, so it guarantees $4\tau$. That the loss is real is seen with two different single-function shells and $D_{\mu\nu}=D_{\nu\mu}=1$, all other elements zero. For the quartet $(\mu\nu|\mu\nu)$, $w=\tfrac12$, $\lambda=\mu$, $\sigma=\nu$ and $I=Q_{\mu\nu}^2$. The two Coulomb updates each add $2I$ to $A_{\mu\nu}$, the fourth update adds $-\tfrac12I$ to $A_{\mu\nu}$, the fifth adds $-\tfrac12I$ to $A_{\nu\mu}$, and the other two contain $D_{\nu\nu}=D_{\mu\mu}=0$. The quartet contributes $(2+2-\tfrac12-\tfrac12)I=3Q_{\mu\nu}^2$ to $G_{\mu\nu}$. The unweighted estimate is $Q_{\mu\nu}^2$ and the weighted one is $4Q_{\mu\nu}^2$.

Coincident shells also merge terms. For $(\mu\nu|\mu\sigma)$ with three different single-function shells and only $D_{\nu\sigma}=D_{\sigma\nu}=1$, one has $w=1$ and $d=1$. The only non-zero update is $-I$ in $A_{\mu\mu}$, and $G_{\mu\mu}=2A_{\mu\mu}$ receives $-2I$. The element receives twice the single term, so it exceeds the estimate $Q_{\mu\nu}Q_{\mu\sigma}d$ whenever $|I|>\tfrac12Q_{\mu\nu}Q_{\mu\sigma}$. This can happen: as $\chi_\sigma$ approaches $\chi_\nu$, the two distributions become equal and $|I|$ approaches $Q_{\mu\nu}Q_{\mu\sigma}$. A bound on one term is therefore not in general a bound on a Fock element, even for one quartet.

**Accumulated error**

Let $L_{ab}$ be the sum of the terms of (1) whose integrals lie in skipped quartets. The triangle inequality and (5) give

$$|L_{ab}|\le B_{ab}=\sum_{cd}{}'\,2|D_{cd}|Q_{ab}Q_{cd}+\sum_{cd}{}'\,|D_{cd}|Q_{ac}Q_{bd},$$

where the primes restrict each sum to skipped integrals. A Coulomb term belongs to the quartet of shells $(S_aS_b|S_cS_d)$, in which $D_{cd}$ lies in a block of weight 4, so $2|D_{cd}|\le d/2$ and the term is below $\tau/2$. An exchange term belongs to $(S_aS_c|S_bS_d)$, in which $D_{cd}$ joins the second and fourth shells, a block of weight 1, so the term is below $\tau$. With $n^J_{ab}$ and $n^K_{ab}$ the numbers of skipped terms, each at most $n^2$,

$$|L_{ab}|\le B_{ab}\le\tau\big(\tfrac12n^J_{ab}+n^K_{ab}\big)\le\tfrac32n^2\tau .\tag{10}$$

At fixed $D$ the energy changes by $\sum D_{ab}L_{ab}$ in magnitude, so $|\Delta E|\le\sum|D_{ab}|B_{ab}$.

Since $G$ is linear, $G[D_i]=G[D_{i-1}]+G[\Delta D_i]$ with $\Delta D_i=D_i-D_{i-1}$ and $\Delta D_0=D_0$. The difference is symmetric, so the test applies with $\Delta D_i$ in (2). If build $j$ loses $L^{(j)}$, the accumulated matrix is $\sum_{j\le i}(G[\Delta D_j]-L^{(j)})=G[D_i]-\sum_{j\le i}L^{(j)}$, and its error is at most $\sum_{j\le i}B^{(j)}$. Skipped terms are never recomputed, so this bound only grows, although losses of opposite sign may partly cancel. A rebuild from the full density resets the bound to that of a single build.

**Limits and failures**

For one basis function, $w=\tfrac18$ and (7) gives $A_{11}=\tfrac18(4+4-4)D_{11}I=\tfrac12D_{11}I$, so $G_{11}=D_{11}I$, in agreement with $2-1=1$ in (1). As $\Delta D\to0$, $d\to0$ and every quartet is eventually skipped. With a fraction $c$ of exact exchange the last four weights become $c$, and $c=0$ leaves the two Coulomb blocks.

For two distant shells, $(MM|KK)$ decays with their separation $R$, as $\kappa/R$ for the diagonal elements, while $Q_{MM}Q_{KK}$ does not depend on $R$. The blocks $D_{MM}$ and $D_{KK}$ need not be small either, so with a full density such quartets are kept even when the four exchange blocks have decayed. The bare test $Q_{MN}Q_{KL}<\tau$ guarantees through (5) that the updates (7) stay below $\tau$ only where $wd\le1$, which for $w=1$ means $d\le1$, and $d$ exceeds 1 as soon as a Coulomb block exceeds $\tfrac14$. In a nearly dependent basis the elements of $D$ can be large, and errors in $F$ can be amplified when $F$ is multiplied on both sides by the inverse square root of the overlap matrix, which (10) does not cover. Finally, an absolute error $\eta$ in a small $Q^2$ becomes an error up to $\sqrt\eta$ in $Q$, so the diagonal integrals need more accuracy than the rest.

**Worked example**

The system is trisulfane, H$_2$S$_3$, in the STO-3G basis, with atoms numbered H1, S2, S3, S4, H5 along the chain. The chosen geometry, roughly typical, has S–S 205 pm, S–H 134 pm, angles SSS $107^\circ$ and SSH $98^\circ$, and two HSSS dihedrals of $88^\circ$ with the same sign (the $C_2$ conformer; opposite signs shift the counts below by up to about 35 quartets). The energy scale is $\kappa/a_0=2.307078\times10^{-28}\ \mathrm{J\,m}/5.291772\times10^{-11}\ \mathrm m=4.359745\times10^{-18}$ J, so $\tau=10^{-26}$ J is $2.29\times10^{-9}$ hartree. There are 50 electrons, $n=29$ and $n_{\rm sh}=17$, hence $17\cdot18/2=153$ pairs and $153\cdot154/2=11781$ unique quartets, with $\sum8w=83521=17^4$. The converged energy in this minimal basis is $-5.1474\times10^{-15}$ J (6-31G gives $-5.2036\times10^{-15}$ J, so the value is far from the basis limit) and the largest element of $G$ is $1.9396\times10^{-16}$ J.

Take $(MN|KL)$ = (S4 3s, S2 2s | S3 1s, H1 1s), with $w=1$ and $\tau=10^{-26}$ J. The Schwarz product is $2.6683\times10^{-13}\times1.5138\times10^{-12}=4.039\times10^{-25}$ J, forty times $\tau$, so the bare test keeps it. The weighted blocks are $4D_{MN}=4\times4.0648\times10^{-4}=1.6259\times10^{-3}$, $4D_{KL}=4\times1.4717\times10^{-3}=5.887\times10^{-3}$, $D_{MK}=5.2093\times10^{-3}$, $D_{ML}=6.6255\times10^{-3}$, $D_{NK}=3.3434\times10^{-4}$ and $D_{NL}=2.2588\times10^{-2}$. The last, between the bonded atoms S2 and H1, is the largest. The estimate is $4.0392\times10^{-25}\times2.2588\times10^{-2}=9.124\times10^{-27}$ J, below $\tau$, and the quartet is skipped. The true integral has magnitude $4.4013\times10^{-26}$ J, and the largest true term is $4.4013\times10^{-26}\times2.2588\times10^{-2}=9.942\times10^{-28}$ J. The estimate is 9.2 times too large. All four shells hold one function, so this factor comes wholly from the Schwarz step.

With $\mu$ = S2 3s and $\nu$ = H1 1s, the first counterexample has $Q_{\mu\nu}^2=4.01445\times10^{-19}$ J and loses $1.20434\times10^{-18}$ J, three times as much. With $\sigma$ = S3 3s, the second has $I=1.10517\times10^{-19}$ J and loses $-2.21033\times10^{-19}$ J, which is $-2I$. The estimate for this quartet is $Q_{\mu\nu}Q_{\mu\sigma}d=1.7276\times10^{-19}$ J with $d=1$, so the lost element exceeds it by a factor 1.28.

Block maxima over p functions depend on how the molecule is oriented, so the numbers of skipped quartets and the errors belong to one orientation. Here the sulfur atoms lie in the $xy$ plane, with S3 at the origin and the bisector of the SSS angle along $y$. For the converged density the results are:

| $\tau$ / J | $10^{-22}$ | $10^{-24}$ | $10^{-26}$ |
|---|---|---|---|
| weighted | 5968 | 4431 | 3640 |
| unweighted | 6218 | 4527 | 3700 |
| Schwarz only | 5595 | 4136 | 3514 |
| $\max\lvert L\rvert/\tau$ | 3.42 | 1.50 | 1.72 |
| $\max B/\tau$ | 21.0 | 15.9 | 14.3 |
| $\lvert\Delta E\rvert/\tau$ | 9.68 | 3.83 | 0.575 |
| energy bound$/\tau$ | 61.8 | 29.0 | 27.4 |

The largest Fock error exceeds $\tau$ at all three thresholds, so $\tau$ is not an error bound for $G$. At $10^{-26}$ J the bound $B$ is $1.430\times10^{-25}/1.721\times10^{-26}=8.3$ times the true error. The largest counting bound, $9.275\times10^{-24}$ J, is some 65 times the largest $B$ and 540 times the largest error. It charges every skipped Coulomb term $\tau/2$ and every skipped exchange term $\tau$, whereas $B$ uses the Schwarz estimate of each term. The three maxima need not belong to the same matrix element, so these ratios compare only the largest values. The largest counting bound is 74 % of the ceiling $\tfrac32\cdot29^2\tau=1.26\times10^{-23}$ J, which by (10) means that for the element with the largest count about three quarters of the terms, weighted $\tfrac12$ and 1, are skipped. Correct weighting costs only $3700-3640=60$ quartets. With the full density the net gain over the bare test is also small, $3640-3514=126$ quartets, or 1.1 %. These figures belong to the basis: in 6-31G at the same $\tau$ the weighting costs 312 and the net gain is 1069 of 52975 quartets (2.0 %), and $\max|L|/\tau$ lies between 3.5 and 5.1 at the three thresholds.

The large gain comes with density differences. Over ten builds at $\tau=10^{-26}$ J, started from PySCF's MINAO guess and accelerated by DIIS, $\max|\Delta D|$ falls from 1.20 (the starting guess; elements above 1 are possible in a non-orthogonal basis) to $1.59\times10^{-6}$, and the skipped share rises from 31.5 % to 73.4 %. The accumulated bound grows steadily from $1.17\times10^{-25}$ to $1.42\times10^{-24}$ J. The true error is not monotonic, since losses of opposite sign partly cancel: it drops from $2.55\times10^{-26}$ to $1.40\times10^{-26}$ J at the second build. It ends at $7.91\times10^{-26}$ J, which is 4.6 times the $1.721\times10^{-26}$ J of a single build from the same final density. These values depend on the SCF path: other guesses, or plain iteration without DIIS, end between $7.3\times10^{-26}$ and $9.0\times10^{-26}$ J (ratio 4.2 to 5.2) with a final share of 73 to 75 %, and a guess from atomic densities already skips 51 % in the first build.

One printed value needs comment. The smallest $Q_{MN}$ appears as exactly zero, against a largest value of $6.4909\times10^{-9}\ \mathrm J^{1/2}$. The exact $Q$ of a non-zero distribution is positive. The zero is numerical. For the 1s functions of two neighbouring sulfur atoms, the closed formula for s functions gives $Q^2\approx5\times10^{-190}$ J. Double precision can represent this number, so the zero returned there comes from the integral code's cutoff on small primitive products. For the 1s functions of S2 and S4, $Q^2\approx10^{-461}$ J lies below the floating-point range as well. It is an instance of the last failure listed above. A pair that the code drops from every integral still satisfies (5), as $0\le0$. If the cutoff removes the diagonal integral of a pair but not all of its other integrals, the computed values violate (5). This happens in the present example, but by at most about $10^{-32}$ J, far below $\tau$, and lifting the cutoff leaves the counts and errors in the table unchanged.

The numerical check below compares (4), integrated by quadrature over $t$, with an analytic integral over four $s$ functions; both give $3.862536\times10^{-19}$ J. It confirms positivity through the eigenvalues of the integral supermatrix, and tests (5) and the term bound for every integral, with a small absolute allowance for the discarded primitives. It builds $G$ from (7) over unique quartets and compares it with the defining sum (1), which is itself compared with the Coulomb and exchange matrices of PySCF. It evaluates both counterexamples from (1), and tests (10), the energy bound and the incremental bound against the terms actually lost. The field-energy argument and the gradient (9) are not tested separately; the results they lead to, (5) and (7), are.

## Computed results

```
kappa = 2.307078e-28 J m, a0 = 5.291772e-11 m, Eh = 4.359745e-18 J
s-test (12|34): t-quadrature 3.862536e-19 J, library 3.862536e-19 J
H2S3 STO-3G: SS 205 pm, SH 134 pm, SSS 107, SSH 98, dihedral 88 deg
N = 29, shells = 17, electrons = 50, SCF densities = 10
E(RHF) = -5.14743691e-15 J, max|G| = 1.9396e-16 J
largest Q_MN = 6.4909e-09 J^0.5, smallest Q_MN = 0.000e+00 J^0.5
unique shell quartets = 11781, sum 8w = 83521 = shells^4
mu=S2 3s, nu=H1 1s: Q^2 = 4.01445e-19 J, lost G = 1.20434e-18 J (3Q^2)
sigma=S3 3s: I = 1.10517e-19 J, lost G_mumu = -2.21033e-19 J (-2I)
tau = 1e-22 J (2.29e-05 Eh): skipped weighted 5968, unweighted 6218, Schwarz only 5595
  max|dG| 3.424e-22 J, max B 2.102e-21 J, count bound 1.103e-19 J, 1.5N^2 tau 1.261e-19 J
  |dE| 9.683e-22 J, bound 6.182e-21 J
tau = 1e-24 J (2.29e-07 Eh): skipped weighted 4431, unweighted 4527, Schwarz only 4136
  max|dG| 1.501e-24 J, max B 1.593e-23 J, count bound 9.835e-22 J, 1.5N^2 tau 1.261e-21 J
  |dE| 3.832e-24 J, bound 2.895e-23 J
tau = 1e-26 J (2.29e-09 Eh): skipped weighted 3640, unweighted 3700, Schwarz only 3514
  max|dG| 1.721e-26 J, max B 1.430e-25 J, count bound 9.275e-24 J, 1.5N^2 tau 1.262e-23 J
  |dE| 5.748e-27 J, bound 2.742e-25 J
quartet (S4 3s, S2 2s | S3 1s, H1 1s), tau = 1e-26 J, w = 1
  Q_MN = 2.6683e-13 J^0.5, Q_KL = 1.5138e-12 J^0.5, product = 4.0392e-25 J
  D_MN = 4.0648e-04, D_KL = 1.4717e-03, D_MK = 5.2093e-03
  D_ML = 6.6255e-03, D_NK = 3.3434e-04, D_NL = 2.2588e-02
  4D_MN = 1.6259e-03, 4D_KL = 5.8869e-03, d = 2.2588e-02
  estimate QQd = 9.1236e-27 J, true max|I| = 4.4013e-26 J
  true largest term = 9.9416e-28 J
incremental build, tau = 1e-26 J
  build 0: max|dD| 1.20e+00, skipped 3712 (31.5 %), err 2.55e-26 J, bound 1.17e-25 J
  build 1: max|dD| 4.00e-01, skipped 3835 (32.6 %), err 1.40e-26 J, bound 2.85e-25 J
  build 2: max|dD| 8.29e-02, skipped 4088 (34.7 %), err 1.73e-26 J, bound 3.73e-25 J
  build 3: max|dD| 1.19e-02, skipped 4335 (36.8 %), err 3.57e-26 J, bound 4.59e-25 J
  build 4: max|dD| 2.24e-03, skipped 4741 (40.2 %), err 3.47e-26 J, bound 7.33e-25 J
  build 5: max|dD| 7.68e-04, skipped 5253 (44.6 %), err 4.17e-26 J, bound 9.92e-25 J
  build 6: max|dD| 1.65e-04, skipped 5793 (49.2 %), err 4.06e-26 J, bound 1.21e-24 J
  build 7: max|dD| 4.63e-05, skipped 6607 (56.1 %), err 4.85e-26 J, bound 1.30e-24 J
  build 8: max|dD| 1.47e-05, skipped 7343 (62.3 %), err 4.57e-26 J, bound 1.38e-24 J
  build 9: max|dD| 1.59e-06, skipped 8646 (73.4 %), err 7.91e-26 J, bound 1.42e-24 J
```
